\section*{The doping that minimizes the conductivity of a semiconductor}

\section*{Problem}

A uniform semiconductor is in thermal equilibrium at a fixed temperature $T$. It holds $n$ conduction electrons and $p$ holes per unit volume, with drift mobilities $\mu_n$ and $\mu_p$, both positive. Doping changes $n$ and $p$. A pure crystal has $n=p$, and one might expect it to be the poorest conductor that the material can offer. The exercise tests this expectation.

Assume that both carrier gases are nondegenerate, that neither the mobilities nor the bands, including the gap, change with doping, and that all dopants are ionized. The elementary charge is $e>0$.

\begin{enumerate}
\item[(a)] Write the conductivity $\sigma$ as a function of $n$ alone. Is the intrinsic point a minimum?
\item[(b)] Find the density $n$ at which $\sigma$ is smallest, and the smallest value. Show that no other density does better.
\item[(c)] How far below the intrinsic conductivity does the minimum lie, and what net doping produces it?
\item[(d)] Evaluate the results for silicon and InSb at 300 K, using the rough values below.
\item[(e)] What happens to the answer if the mobilities fall as dopants are added?
\end{enumerate}

\begin{center}
\begin{tabular}{lccc}
 & $n_i$ (cm$^{-3}$) & $\mu_n$ (cm$^2$/V\,s) & $\mu_p$ (cm$^2$/V\,s)\\
Si & $1\times10^{10}$ & $1400$ & $450$\\
InSb & $2\times10^{16}$ & $80\,000$ & $800$
\end{tabular}
\end{center}

These inputs are good to one or two figures at best. Densities in cm$^{-3}$ and conductivities in S/cm are used because atomic units are unnatural for such dilute carriers.

\section*{Hints}

\begin{enumerate}
\item Electrons and holes drift in opposite directions. Check the sign of the current that each carries before adding the two.
\item Doping moves the Fermi level. Look for a combination of $n$ and $p$ from which the Fermi level drops out.
\item To decide whether a point is a minimum, first ask whether the slope vanishes there.
\item A sum of two positive terms whose product is fixed can be written as a constant plus a square.
\item For the doping, write down the condition that the crystal carries no net charge.
\item For (e), let the mobilities depend on $n$ and look at the slope of $\sigma$ at the point found in (b).
\end{enumerate}

\section*{Solution}

\subsection*{(a) Conductivity as a function of one density}

In a field $E$ the holes, of charge $+e$, drift with velocity $+\mu_pE$. The electrons, of charge $-e$, drift with velocity $-\mu_nE$. The current density is charge times density times velocity, summed over both kinds of carrier:
\begin{equation}
J=(+e)\,p\,(+\mu_pE)+(-e)\,n\,(-\mu_nE)=e\,(n\mu_n+p\mu_p)\,E .
\end{equation}
The two minus signs of the electron term cancel, so the contributions add. With $J=\sigma E$,
\begin{equation}
\sigma=e\,(n\mu_n+p\mu_p).
\label{sigma}
\end{equation}

The densities $n$ and $p$ are not independent. Let $E_c$ be the bottom of the conduction band, $E_v$ the top of the valence band, $E_F$ the Fermi level and $k$ Boltzmann's constant. In a nondegenerate gas $E_F$ lies several $kT$ below $E_c$, so the occupation of a conduction state at energy $\mathcal E$ is
\begin{equation}
\frac{1}{e^{(\mathcal E-E_F)/kT}+1}\simeq e^{-(\mathcal E-E_F)/kT}.
\end{equation}
With $g_c(\mathcal E)$ the density of conduction states per volume, the electron density is
\begin{equation}
n=\int_{E_c}^{\infty}g_c(\mathcal E)\,e^{-(\mathcal E-E_F)/kT}\,d\mathcal E
=N_c\,e^{(E_F-E_c)/kT},
\end{equation}
where
\begin{equation}
N_c=\int_{E_c}^{\infty}g_c(\mathcal E)\,e^{-(\mathcal E-E_c)/kT}\,d\mathcal E
\end{equation}
depends on the band and on $T$, but not on the doping. A hole is an empty valence state. The same argument, with energies counted downward from $E_v$, gives
\begin{equation}
p=N_v\,e^{(E_v-E_F)/kT}.
\end{equation}
In the product the Fermi level cancels:
\begin{equation}
np=N_cN_v\,e^{-(E_c-E_v)/kT}\equiv n_i^2 .
\label{massaction}
\end{equation}
This is the law of mass action. In a pure crystal $n=p$, and then (\ref{massaction}) gives $n=p=n_i$, the intrinsic density.

Putting $p=n_i^2/n$ into (\ref{sigma}) leaves one variable:
\begin{equation}
\sigma(n)=e\left(\mu_n n+\frac{\mu_p n_i^2}{n}\right).
\label{onevar}
\end{equation}
Its slope is
\begin{equation}
\frac{d\sigma}{dn}=e\left(\mu_n-\frac{\mu_p n_i^2}{n^2}\right),
\qquad
\left.\frac{d\sigma}{dn}\right|_{n=n_i}=e\,(\mu_n-\mu_p).
\label{slope}
\end{equation}
The slope at the intrinsic point vanishes only if the mobilities are equal. Otherwise the intrinsic point is not a minimum. If $\mu_n>\mu_p$, the slope is positive and a slight reduction of $n$ lowers the conductivity. The reason is visible in (\ref{massaction}): near $n=p$, a small loss of electrons is matched by an equal gain of holes, to first order, and each mobile electron is replaced by a less mobile hole.

\subsection*{(b) The minimum}

Setting the slope (\ref{slope}) to zero gives $n^2=n_i^2\mu_p/\mu_n$. Since a density is positive, the positive root is taken, and $p=n_i^2/n$ supplies the hole density:
\begin{equation}
n_{\min}=n_i\sqrt{\frac{\mu_p}{\mu_n}},\qquad
p_{\min}=n_i\sqrt{\frac{\mu_n}{\mu_p}} .
\label{location}
\end{equation}
Here the subscript means ``at the minimum of $\sigma$''. For $n<n_{\min}$ the slope is negative and for $n>n_{\min}$ it is positive, so this is the one minimum over all $n>0$.

The value follows from (\ref{sigma}). The two terms are
\begin{equation}
\mu_n n_{\min}=n_i\sqrt{\mu_n\mu_p},\qquad
\mu_p p_{\min}=n_i\sqrt{\mu_n\mu_p},
\label{equal}
\end{equation}
and their sum, times $e$, is
\begin{equation}
\sigma_{\min}=2e\,n_i\sqrt{\mu_n\mu_p}.
\label{value}
\end{equation}

A second proof needs no calculus. Expand the square
\begin{equation}
\left(\sqrt{\mu_n n}-\sqrt{\mu_p p}\right)^2
=\mu_n n+\mu_p p-2\sqrt{\mu_n\mu_p\,np}.
\end{equation}
Replace $np$ by $n_i^2$ in the last term, multiply by $e$ and solve for $\sigma$:
\begin{equation}
\sigma=2e\,n_i\sqrt{\mu_n\mu_p}
+e\left(\sqrt{\mu_n n}-\sqrt{\mu_p p}\right)^2 .
\end{equation}
The first term is fixed and the second cannot be negative. It vanishes when $\mu_n n=\mu_p p$, that is, when electrons and holes carry equal currents. The least conducting sample therefore has balanced currents, whereas the intrinsic sample has balanced densities.

For $\mu_n>\mu_p$, equation (\ref{location}) gives $p_{\min}>n_{\min}$, so the minimum is on the p-type side. If holes were the more mobile carriers, it would be on the n-type side.

\subsection*{(c) Depth of the minimum and the doping required}

The intrinsic conductivity is $\sigma_i=e\,n_i(\mu_n+\mu_p)$. Define the mobility ratio $b=\mu_n/\mu_p$. Dividing (\ref{value}) by $\sigma_i$, and then numerator and denominator by $\mu_p$, gives
\begin{equation}
\frac{\sigma_{\min}}{\sigma_i}
=\frac{2\sqrt{\mu_n\mu_p}}{\mu_n+\mu_p}
=\frac{2\sqrt b}{1+b}.
\label{ratio}
\end{equation}
The ratio is $1$ for $b=1$, where the minimum and the intrinsic point coincide. It is unchanged when $b$ is replaced by $1/b$, because exchanging the roles of electrons and holes cannot alter the depth. For $b\gg1$ it tends to $2/\sqrt b$, so a large disparity of mobilities makes a deep minimum.

Let $N_A$ and $N_D$ be the densities of acceptors and donors. Each ionized acceptor has charge $-e$ and each ionized donor $+e$. Neutrality requires
\begin{equation}
p+N_D=n+N_A\quad\Longrightarrow\quad N_A-N_D=p-n .
\end{equation}
At the minimum, (\ref{location}) then gives
\begin{equation}
N_A-N_D=n_i\left(\sqrt b-\frac1{\sqrt b}\right).
\label{doping}
\end{equation}
Only the difference of the two dopant densities is fixed.

\subsection*{(d) Silicon and InSb at 300 K}

The unit of $e\,n\,\mu$ is C\,cm$^{-3}\cdot$cm$^2$/(V\,s) $=$ A/(V\,cm) $=$ S/cm. The charge is $e=1.602\times10^{-19}$ C.

\paragraph{Silicon.} The mobility ratio is $b=1400/450=3.11$, with $\sqrt b=1.764$. Hence
\begin{align}
n_{\min}&=\frac{1.0\times10^{10}}{1.764}=5.7\times10^{9}\ \text{cm}^{-3},\\
p_{\min}&=1.764\times1.0\times10^{10}=1.8\times10^{10}\ \text{cm}^{-3}.
\end{align}
With $\sqrt{1400\times450}=794$,
\begin{align}
\sigma_{\min}&=2\,(1.602\times10^{-19})(1.0\times10^{10})(794)\nonumber\\
&=2.5\times10^{-6}\ \text{S/cm}=2.5\times10^{-4}\ \text{S/m}.
\end{align}
The intrinsic value is
\begin{equation}
\sigma_i=(1.602\times10^{-19})(1.0\times10^{10})(1850)=3.0\times10^{-6}\ \text{S/cm}.
\end{equation}
From (\ref{ratio}) the ratio is $2(1.764)/4.11=0.86$: the minimum is 14\% below the intrinsic conductivity.

The net acceptor density (\ref{doping}) is $1.2\times10^{10}$ cm$^{-3}$. One cubic centimetre holds $10^{12}$ cubic micrometres, so this is about one net acceptor in 80 cubic micrometres. With fully ionized dopants, as assumed here, donors and acceptors would have to balance to about $10^{10}$ cm$^{-3}$: the conductivity stays within 10\% of its minimum only for net acceptor densities from about $0.25\times10^{10}$ to $2.4\times10^{10}$ cm$^{-3}$. The balance need not hold in every such small volume, since the carriers average the dopant charge over the screening (Debye) length, about 27 micrometres here, but it must hold on that scale everywhere in the sample. For such silicon at room temperature the minimum is thus more a lower limit than a recipe. Impurities with deep levels near the middle of the gap are only partly ionized and can hold the Fermi level there without so fine a balance, but they lie outside this model.

\paragraph{InSb.} In intrinsic InSb the Fermi level lies only about $kT$ below $E_c$, so the assumption of a nondegenerate electron gas is met only roughly; Variation 2 estimates the error. The simple formulas give $b=80\,000/800=100$ and $\sqrt b=10$, so
\begin{align}
n_{\min}&=\frac{2\times10^{16}}{10}=2\times10^{15}\ \text{cm}^{-3},\\
p_{\min}&=10\times2\times10^{16}=2\times10^{17}\ \text{cm}^{-3}.
\end{align}
With $\sqrt{80\,000\times800}=8000$,
\begin{align}
\sigma_{\min}&=2\,(1.602\times10^{-19})(2\times10^{16})(8000)\nonumber\\
&=51\ \text{S/cm}=5.1\times10^{3}\ \text{S/m}.
\end{align}
The intrinsic value is
\begin{equation}
\sigma_i=(1.602\times10^{-19})(2\times10^{16})(80\,800)=2.6\times10^{2}\ \text{S/cm},
\end{equation}
and the ratio is $20/101=0.20$. Doping with $p_{\min}-n_{\min}\simeq2\times10^{17}$ net acceptors per cm$^3$ lowers the conductivity fivefold, although the total number of carriers rises from $4\times10^{16}$ to $2\times10^{17}$ cm$^{-3}$. In the intrinsic crystal the electrons carry the fraction $b/(1+b)=0.99$ of the current. Removing nine tenths of them costs far more conduction than the added holes return.

\subsection*{(e) Mobilities that depend on doping}

Ionized dopants scatter carriers, so a real mobility falls as dopants are added. Take $\mu_n>\mu_p$ and suppose that acceptors alone are added. Then $n$ decreases as the doping grows, and both mobilities become increasing functions of $n$. To differentiate (\ref{sigma}) with respect to $\ln n$, note that $dn/d\ln n=n$ and, since $p=n_i^2/n$, $dp/d\ln n=-p$. The product rule gives
\begin{equation}
\frac{d\sigma}{d\ln n}=e\left(n\mu_n-p\mu_p
+n\frac{d\mu_n}{d\ln n}+p\frac{d\mu_p}{d\ln n}\right).
\end{equation}
At a doping where the currents balance, with the mobilities that hold at that doping, the first two terms cancel. The last two are positive, so the slope is positive and the conductivity still falls as more acceptors are added. Balanced currents then no longer mark the minimum, which cannot be located without knowing how the mobilities depend on doping.

This matters little for silicon, where the required net doping is minute, provided that the total dopant density is small as well. It matters for InSb, where some $2\times10^{17}$ ionized acceptors per cm$^3$ are needed. The 51 S/cm found above is the result for constant mobilities and a fixed band gap, not a prediction for a particular doped crystal. Full ionization is also only approximate there: for an isolated acceptor level about 10 meV above $E_v$, with degeneracy four, some 14\% of the acceptors remain neutral at $p=2\times10^{17}$ cm$^{-3}$, and near this density the acceptor states begin to overlap. This leaves (\ref{value}) unchanged, since it involves only $n$ and $p$, but makes the doping (\ref{doping}) a rough figure for InSb.

\section*{Variation 1: a doped sample that conducts like a pure one}

\textbf{Question.} Is there a doped sample with the same conductivity as the intrinsic one?

\textbf{Solution.} Set (\ref{onevar}) equal to $\sigma_i$ and divide by $e$:
\begin{equation}
\mu_n n+\frac{\mu_p n_i^2}{n}=n_i(\mu_n+\mu_p).
\end{equation}
Multiply by $n$ and bring all terms to one side:
\begin{equation}
\mu_n n^2-n_i(\mu_n+\mu_p)\,n+\mu_p n_i^2
=(n-n_i)(\mu_n n-\mu_p n_i)=0 .
\end{equation}
Multiplying out the brackets confirms the factorization. One root is the intrinsic point. If the mobilities differ, the other is a doped sample with
\begin{equation}
n=\frac{\mu_p}{\mu_n}\,n_i=\frac{n_i}{b},\qquad p=b\,n_i .
\end{equation}
Between the two roots the product of brackets is negative, so the sample conducts less than the intrinsic one. The geometric mean of the roots is $n_i/\sqrt b=n_{\min}$, so on a logarithmic density scale the minimum lies midway between them.

For silicon the second density is $n=3.2\times10^{9}$ cm$^{-3}$. For InSb it is $n=2\times10^{14}$ cm$^{-3}$, with $p=2\times10^{18}$ cm$^{-3}$. A conductivity equal to $\sigma_i$ is therefore no proof that a sample is pure.

\section*{Variation 2: is InSb nondegenerate?}

\textbf{Question.} InSb has a very light conduction band, and hence a small $N_c$. Take parabolic bands with rough density-of-states masses of 0.014 (electrons) and 0.43 (holes) electron masses, for which $N_c=4.2\times10^{16}$ and $N_v=7.1\times10^{18}$ cm$^{-3}$ at 300 K. Estimate the error of the nondegenerate formulas at the intrinsic point and at the minimum.

\textbf{Solution.} Let $\eta=(E_F-E_c)/kT$ and $x=(\mathcal E-E_c)/kT$. For $\eta<0$ the Fermi function can be expanded as
\begin{equation}
\frac1{e^{x-\eta}+1}=e^{\eta-x}-e^{2(\eta-x)}+\dots
\end{equation}
In a parabolic band the density of states is proportional to $\sqrt x$. Since $\int_0^\infty\sqrt x\,e^{-2x}dx=2^{-3/2}\int_0^\infty\sqrt x\,e^{-x}dx$,
\begin{equation}
n\simeq N_c e^{\eta}\,(1-\epsilon_n),\qquad
\epsilon_n=\frac{e^\eta}{2\sqrt2}\simeq\frac{n}{2\sqrt2\,N_c}.
\end{equation}
Holes obey the same relation with $\epsilon_p\simeq p/(2\sqrt2\,N_v)$. To first order the law of mass action becomes
\begin{equation}
np\simeq n_i^2\,(1-\epsilon_n-\epsilon_p),
\end{equation}
where $n_i$ is still the constant defined in (\ref{massaction}), to which the tabulated value is assigned.

At the intrinsic point $n=p$, so the square root gives $n\simeq n_i[1-(\epsilon_n+\epsilon_p)/2]$, and $\sigma_i$ is reduced by the same factor. With $n=p=2\times10^{16}$ cm$^{-3}$, $\epsilon_n=0.17$ and $\epsilon_p=0.001$: to first order the corrected $\sigma_i$ lies below the simple value by about 8.6\% of that value.

At the minimum, the correction shifts the location slightly, but $\sigma$ is flat there, so the shift changes its value only in second order. It suffices to correct $n$ and $p$ at the old Fermi level. By (\ref{equal}) each carrier supplies half of $\sigma_{\min}$, so the relative reduction is again $(\epsilon_n+\epsilon_p)/2$. Now $n=2\times10^{15}$ and $p=2\times10^{17}$ cm$^{-3}$ give $\epsilon_n=0.017$ and $\epsilon_p=0.010$: the corrected $\sigma_{\min}$ lies below the simple value by about 1.35\% of that value.

The numerical check fills both bands with full Fermi--Dirac statistics and minimizes $\sigma$ directly. Relative to its values, the simple formulas are too high by 8.2\% at the intrinsic point and by 1.3\% at the minimum. Measured against the simple values, as the first-order estimates are, the reductions are 7.6\% and 1.3\%: the first-order estimate is good at the minimum and about one percentage point too large at the intrinsic point, where $\epsilon_n$ is not small. The degeneracy correction is smaller at the minimum because the electrons, which cause most of it at the intrinsic point, are ten times fewer there. Which formula carries the error depends on the meaning given to the tabulated density: if it is read as the actual carrier density of the pure crystal, $\sigma_i$ is exact by (\ref{sigma}), the constant in (\ref{massaction}) is larger than the tabulated value, and (\ref{value}) comes out too low instead. In either reading the minimum is slightly shallower than (\ref{ratio}) says; in the check the ratio is 0.21 rather than 0.20. These figures refer to parabolic bands, a fixed gap and constant mobilities. The conduction band of real InSb is markedly nonparabolic: its density of states grows faster with energy than $\sqrt x$. For the same band-edge mass and the same $n_i$ this makes the degeneracy correction at the intrinsic point considerably smaller, so the percentages illustrate the method and are not predictions for real InSb. At the second density of Variation 1 the holes are no longer dilute: $p/N_v=0.28$ gives $\epsilon_p=0.10$, so that InSb value is an estimate.

\section*{Calculated quantities}
\begin{verbatim}
temperature = 300 K, kT = 0.02585 eV
--- Si (rough inputs)
n_i = 1.0e+10 cm^-3
mu_n = 1400, mu_p = 450 cm^2/(V s)
b = mu_n/mu_p = 3.111, sqrt(b) = 1.764
n at minimum = 5.669e+09 cm^-3
p at minimum = 1.764e+10 cm^-3
net acceptors at minimum = 1.197e+10 cm^-3
sigma_min = 2.543e-06 S/cm = 2.543e-04 S/m
sigma_intrinsic = 2.964e-06 S/cm
sigma_min/sigma_intrinsic = 0.858
second density n_i/b = 3.214e+09 cm^-3
masses n, p = 1.1, 0.9 electron masses
gap used in Fermi-Dirac check = 1.119 eV
N_c = 2.90e+19, N_v = 2.14e+19 cm^-3
Fermi-Dirac n at minimum = 5.669e+09 cm^-3
Fermi-Dirac sigma_min = 2.543e-06 S/cm
Fermi-Dirac intrinsic density = 1.000e+10 cm^-3
formula error at minimum = 0.00 %
formula error at intrinsic = 0.00 %
--- InSb (rough inputs)
n_i = 2.0e+16 cm^-3
mu_n = 80000, mu_p = 800 cm^2/(V s)
b = mu_n/mu_p = 100.000, sqrt(b) = 10.000
n at minimum = 2.000e+15 cm^-3
p at minimum = 2.000e+17 cm^-3
net acceptors at minimum = 1.980e+17 cm^-3
sigma_min = 5.127e+01 S/cm = 5.127e+03 S/m
sigma_intrinsic = 2.589e+02 S/cm
sigma_min/sigma_intrinsic = 0.198
second density n_i/b = 2.000e+14 cm^-3
masses n, p = 0.014, 0.43 electron masses
gap used in Fermi-Dirac check = 0.171 eV
N_c = 4.16e+16, N_v = 7.08e+18 cm^-3
Fermi-Dirac n at minimum = 1.980e+15 cm^-3
Fermi-Dirac sigma_min = 5.059e+01 S/cm
Fermi-Dirac intrinsic density = 1.849e+16 cm^-3
formula error at minimum = 1.34 %
formula error at intrinsic = 8.18 %
\end{verbatim}
